# Oxygen chemical potential at 1000 K from triplet O2 partition functions: a program that tests the result

```python
"""Oxygen chemical potential per atom from triplet O2 partition functions.
Result under test (ideal gas, rigid rotor, harmonic vibration):
  dmu = -(kT/2) ln[ kT/(p Lambda^3) * T/(2 Theta_r)
                    * 1/(1-exp(-Theta_v/T)) * 3 ]
dmu: relative to half the v=0, N=0 energy of O2 (zero-point included)
Lambda: thermal wavelength; Theta_r, Theta_v: rotational and vibrational
temperatures; p: pressure; N: rotational quantum number; v: vibrational.
Bond length and frequency come from a UKS PBE/def2-TZVP potential curve.
"""
import numpy as np
from math import lgamma
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from numpy.polynomial import Polynomial
from pyscf import gto, dft, lib

lib.num_threads(1)
eV = sc.e
kB = sc.k / eV                       # eV/K
T0, p0 = 1000.0, sc.atm
mass_O = 15.995 * sc.atomic_mass     # rounded 16O mass, kg
mass_O2 = 2 * mass_O
hartree = sc.value("Hartree energy in eV")

# --- Electronic structure: potential curve of the triplet ---
bond_grid = np.array([1.03, 1.09, 1.15, 1.21, 1.27, 1.34, 1.43, 1.55])
energies = []
density = None
for r in bond_grid:
    mol = gto.M(atom=[["O", (0, 0, -r / 2)], ["O", (0, 0, r / 2)]],
                basis="def2-tzvp", spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "PBE"
    mf.grids.atom_grid = (60, 302)
    mf.conv_tol = 1e-9
    energies.append(mf.kernel(dm0=density) * hartree)
    assert mf.converged
    density = mf.make_rdm1()
    if abs(r - 1.21) < 1e-6:
        spin_squared = mf.spin_square()[0]
        # Sign of the electronic determinant under a half turn about x
        xyz, weights = mf.grids.coords, mf.grids.weights
        ao = mol.eval_gto("GTOval_sph", xyz)
        ao_turned = mol.eval_gto("GTOval_sph", xyz * np.array([1, -1, -1]))
        turn_sign = 1.0
        for s in (0, 1):
            occupied = mf.mo_coeff[s][:, mf.mo_occ[s] > 0.5]
            overlap = (ao @ occupied).T @ (weights[:, None]
                                           * (ao_turned @ occupied))
            turn_sign *= np.linalg.det(overlap)
energies = np.array(energies)
energies -= energies.min()
assert abs(spin_squared - 2.0) < 0.05
assert abs(turn_sign + 1.0) < 1e-2   # odd sign: only odd N for spinless nuclei


def fit_curve(degree):
    """Fit V(z), z = 1 - 1.21/r; return curve, r_e (A), V'' (eV/A^2)."""
    poly = Polynomial.fit(1 - 1.21 / bond_grid, energies, degree)

    def curve(r):
        return poly(1 - 1.21 / r)
    r_min = minimize_scalar(curve, bounds=(1.1, 1.35), method="bounded",
                            options={"xatol": 1e-9}).x
    curvature = poly.deriv(2)(1 - 1.21 / r_min) * (1.21 / r_min**2) ** 2
    return curve, r_min, curvature


potential, r_e, stiffness = fit_curve(6)
fit_residual = np.max(np.abs(potential(bond_grid) - energies))
stiffness_low = fit_curve(5)[2]
assert fit_residual < 2e-3
assert abs(np.sqrt(stiffness_low / stiffness) - 1) < 0.02

reduced_mass = mass_O / 2
omega = np.sqrt(stiffness * eV / 1e-20 / reduced_mass)
quantum = sc.hbar * omega / eV                             # eV
kinetic = sc.hbar**2 / (2 * reduced_mass) / eV * 1e20      # eV A^2
B_rot = kinetic / r_e**2                                   # eV
theta_v, theta_r = quantum / kB, B_rot / kB


# --- Closed formula ---
def factors(T, p, th_r=theta_r, th_v=theta_v):
    wavelength = sc.h / np.sqrt(2 * np.pi * mass_O2 * sc.k * T)
    return (sc.k * T / p / wavelength**3, T / (2 * th_r),
            1 / (1 - np.exp(-th_v / T)), 3.0)


def dmu(T, p, th_r=theta_r, th_v=theta_v):
    return -0.5 * kB * T * np.sum(np.log(factors(T, p, th_r, th_v)))


mu = dmu(T0, p0)
kT = kB * T0
q_trans, q_rot, q_vib, g_spin = factors(T0, p0)
Lambda = sc.h / np.sqrt(2 * np.pi * mass_O2 * sc.k * T0)

# --- Translation: explicit levels of a one-dimensional box ---
box = 1e-6
level_scale = sc.h**2 / (8 * mass_O2 * box**2 * sc.k * T0)
n = np.arange(1, int(8 / np.sqrt(level_scale)))
q_box = np.exp(-level_scale * n.astype(float) ** 2).sum()
assert abs(q_box * Lambda / box - 1) < 2e-5     # end correction Lambda/(2L)

# --- Rotation: explicit sum over allowed levels ---
N_odd = np.arange(1, 142, 2)
q_odd = np.sum((2 * N_odd + 1) * np.exp(-N_odd * (N_odd + 1) * B_rot / kT))
assert abs(q_odd / q_rot - 1) < theta_r / T0    # next term is Theta_r/(3T)

# --- Vibration and rotation together: radial Schroedinger equation ---
r_dvr = np.linspace(1.00, 1.62, 100)
step = r_dvr[1] - r_dvr[0]
diff = np.subtract.outer(np.arange(100), np.arange(100))
safe = np.where(diff == 0, 1, diff)
T_matrix = kinetic / step**2 * np.where(
    diff == 0, np.pi**2 / 3, 2.0 * (-1.0) ** np.abs(diff) / safe**2)


def levels(N):
    V_eff = potential(r_dvr) + kinetic * N * (N + 1) / r_dvr**2
    return np.linalg.eigvalsh(T_matrix + np.diag(V_eff))


vib_levels = levels(0)
E_ref = vib_levels[0]
fundamental = vib_levels[1] - vib_levels[0]
assert 0.96 < fundamental / quantum < 1.0
q_levels = sum((2 * N + 1) * np.exp(-(levels(N) - E_ref) / kT).sum()
               for N in N_odd)

# --- Chemical potential as a free-energy difference for one more molecule ---
count = 10**6
volume = count * sc.k * T0 / p0
ln_q = 3 * np.log(q_box / box) + np.log(volume) + np.log(3 * q_levels)


def free_energy(M):
    return -kT * (M * ln_q - lgamma(M + 1))


mu_direct = 0.5 * (free_energy(count + 1) - free_energy(count))
assert abs(mu_direct - mu) < 2e-3    # anharmonic and coupling terms, eV
assert -1.15 < mu_direct < -1.05 and -1.15 < mu < -1.05

# --- Thermodynamic consistency and pressure dependence ---
entropy = -(dmu(T0 + 1, p0) - dmu(T0 - 1, p0)) / 2
enthalpy = 0.5 * (3.5 * kT + quantum / np.expm1(theta_v / T0))
assert abs(mu - (enthalpy - T0 * entropy)) < 1e-5
p_low = 1e-6 * p0
work = quad(lambda u: 0.5 * sc.k * T0 / np.exp(u) / eV * np.exp(u),
            np.log(p0), np.log(p_low))[0]       # volume per atom times dp
assert abs(dmu(T0, p_low) - mu - work) < 1e-9

# --- Neglected effects, from rough inputs ---
gap_singlet, splitting, virial = 1.0, 5e-4, 2e-5   # eV, eV, m^3/mol
shift_singlet = -0.5 * kT * np.log1p(2 / 3 * np.exp(-gap_singlet / kT))
shift_split = -0.5 * kT * np.log((1 + 2 * np.exp(-splitting / kT)) / 3)
shift_virial = 0.5 * virial * p0 / sc.N_A / eV
shift_bond = dmu(T0, p0, th_r=theta_r / 1.01**2) - mu
shift_freq = dmu(T0, p0, th_v=theta_v * 1.03) - mu
assert max(map(abs, (shift_singlet, shift_split, shift_virial))) < 1e-3

wavenumber = eV / (sc.h * sc.c * 100)
print("Level of theory: UKS PBE/def2-TZVP, triplet O2")
print(f"Temperature: {T0:.0f} K; pressure: {p0:.0f} Pa (1 atm)")
print(f"Mass of 16O used: {mass_O / sc.atomic_mass:.3f} u")
print(f"kT: {kT:.5f} eV")
print(f"Spin expectation S^2: {spin_squared:.4f}")
print(f"Electronic sign under half turn: {turn_sign:.5f}")
print(f"Largest curve-fit residual: {fit_residual * 1e3:.3f} meV")
print(f"Bond length r_e: {r_e:.4f} angstrom")
print(f"Harmonic wavenumber: {quantum * wavenumber:.1f} cm^-1")
print(f"Vibrational quantum: {quantum:.5f} eV")
print(f"Fundamental from radial equation: {fundamental * wavenumber:.1f} cm^-1")
print(f"Theta_v: {theta_v:.1f} K; Theta_r: {theta_r:.4f} K")
print(f"Thermal wavelength: {Lambda * 1e12:.4f} pm")
print(f"Volume per molecule kT/p: {sc.k * T0 / p0 * 1e27:.2f} nm^3")
for name, value in (("translation kT/(p Lambda^3)", q_trans),
                    ("rotation", q_rot), ("vibration", q_vib),
                    ("spin", g_spin)):
    print(f"Factor {name}: {value:.5g}; ln: {np.log(value):.4f}; "
          f"share of dmu: {-0.5 * kT * np.log(value):.4f} eV")
print(f"Sum of logarithms: {np.log(q_trans * q_rot * q_vib * g_spin):.4f}")
print(f"RESULT dmu, closed formula: {mu:.4f} eV per atom")
print(f"RESULT dmu, converted: {mu * eV * sc.N_A / 1e3:.2f} kJ/mol of atoms")
print(f"dmu from explicit levels: {mu_direct:.4f} eV per atom")
print(f"Explicit minus closed: {(mu_direct - mu) * 1e3:.3f} meV per atom")
print(f"Odd-N sum: {q_odd:.3f}; T/(2 Theta_r): {q_rot:.3f}")
print(f"Box sum times Lambda/L: {q_box * Lambda / box:.7f}")
print(f"Enthalpy above zero temperature: {enthalpy:.4f} eV per atom")
print(f"Entropy: {entropy * 1e3:.4f} meV/K per atom")
print(f"T times entropy: {T0 * entropy:.4f} eV per atom")
print(f"Zero-point energy: {quantum / 4:.4f} eV per atom")
print(f"dmu from potential minimum: {mu + quantum / 4:.4f} eV per atom")
print(f"Error if spin factor omitted: {0.5 * kT * np.log(3):+.4f} eV per atom")
print(f"Error if symmetry number omitted: {-0.5 * kT * np.log(2):+.4f} eV per atom")
for T in (500.0, 1500.0):
    print(f"dmu at {T:.0f} K, 1 atm: {dmu(T, p0):.4f} eV per atom")
print(f"dmu at 1000 K, 1e-6 atm: {dmu(T0, p_low):.4f} eV per atom")
print(f"Change per decade of pressure: {0.5 * kT * np.log(10):.4f} eV per atom")
print(f"Vacancy Boltzmann factor exp(-dmu/kT): {np.exp(-mu / kT):.3e}")
print(f"Shift if zero is the N=1 level: {-B_rot * 1e3:.3f} meV per atom")
print(f"Singlet, rough gap {gap_singlet:.1f} eV: {shift_singlet * 1e3:.2e} meV per atom")
print(f"Spin splitting, rough {splitting * 1e3:.1f} meV, from lowest level: "
      f"{shift_split * 1e3:+.3f} meV per atom")
print(f"Nonideality, rough virial {virial * 1e6:.0f} cm^3/mol: "
      f"{shift_virial * 1e3:.4f} meV per atom")
print(f"Bond length +1%: {shift_bond * 1e3:+.3f} meV per atom")
print(f"Frequency +3%: {shift_freq * 1e3:+.3f} meV per atom")
print("OK")
```

Output:

```
Level of theory: UKS PBE/def2-TZVP, triplet O2
Temperature: 1000 K; pressure: 101325 Pa (1 atm)
Mass of 16O used: 15.995 u
kT: 0.08617 eV
Spin expectation S^2: 2.0043
Electronic sign under half turn: -1.00000
Largest curve-fit residual: 0.009 meV
Bond length r_e: 1.2188 angstrom
Harmonic wavenumber: 1555.8 cm^-1
Vibrational quantum: 0.19290 eV
Fundamental from radial equation: 1536.0 cm^-1
Theta_v: 2238.5 K; Theta_r: 2.0416 K
Thermal wavelength: 9.7610 pm
Volume per molecule kT/p: 136.26 nm^3
Factor translation kT/(p Lambda^3): 1.4652e+08; ln: 18.8027; share of dmu: -0.8101 eV
Factor rotation: 244.9; ln: 5.5009; share of dmu: -0.2370 eV
Factor vibration: 1.1193; ln: 0.1127; share of dmu: -0.0049 eV
Factor spin: 3; ln: 1.0986; share of dmu: -0.0473 eV
Sum of logarithms: 25.5149
RESULT dmu, closed formula: -1.0994 eV per atom
RESULT dmu, converted: -106.07 kJ/mol of atoms
dmu from explicit levels: -1.1000 eV per atom
Explicit minus closed: -0.614 meV per atom
Odd-N sum: 245.070; T/(2 Theta_r): 244.903
Box sum times Lambda/L: 0.9999951
Enthalpy above zero temperature: 0.1623 eV per atom
Entropy: 1.2617 meV/K per atom
T times entropy: 1.2617 eV per atom
Zero-point energy: 0.0482 eV per atom
dmu from potential minimum: -1.0511 eV per atom
Error if spin factor omitted: +0.0473 eV per atom
Error if symmetry number omitted: -0.0299 eV per atom
dmu at 500 K, 1 atm: -0.4952 eV per atom
dmu at 1500 K, 1 atm: -1.7499 eV per atom
dmu at 1000 K, 1e-6 atm: -1.6946 eV per atom
Change per decade of pressure: 0.0992 eV per atom
Vacancy Boltzmann factor exp(-dmu/kT): 3.471e+05
Shift if zero is the N=1 level: -0.176 meV per atom
Singlet, rough gap 1.0 eV: -2.62e-04 meV per atom
Spin splitting, rough 0.5 meV, from lowest level: +0.167 meV per atom
Nonideality, rough virial 20 cm^3/mol: 0.0105 meV per atom
Bond length +1%: -0.857 meV per atom
Frequency +3%: +0.333 meV per atom
OK
```
